# Corner and centre temperatures of a uniformly heated square

## 1. What length scaling fixes

A square of side $a$ on the surface of a large solid receives a uniform heat flux $q$ (power per area). The solid fills the half-space $z>0$ and has constant, isotropic conductivity $k$. The rest of its surface is insulated, the state is steady, and $u$ denotes the temperature rise above the distant solid. Thus

$$\nabla^2u=0,\qquad -k\,\frac{\partial u}{\partial z}\bigg|_{z=0}=\begin{cases}q&\text{on the square}\\0&\text{elsewhere}\end{cases},\qquad u\to0\ \text{far away}.$$

The side $a$ is the only length in this problem. Let $u(\mathbf r)$ be the solution for side $a$, with the origin at a corner, and define $v(\mathbf r)=\lambda\,u(\mathbf r/\lambda)$ for a positive number $\lambda$. Differentiating $u(\mathbf r/\lambda)$ brings out a factor $1/\lambda$, which cancels the prefactor:

$$\nabla v(\mathbf r)=(\nabla u)(\mathbf r/\lambda),\qquad \nabla^2v(\mathbf r)=\frac1\lambda(\nabla^2u)(\mathbf r/\lambda)=0.$$

So $v$ has the same flux $q$, but on a square of side $\lambda a$, and it also vanishes far away. If the solution is unique, $v$ is the solution for the larger square. At the corner $\mathbf r=0$ this says

$$T_{\rm corner}(\lambda a)=\lambda\,T_{\rm corner}(a). \tag{1}$$

At fixed flux, halving the side halves the corner's rise. The power falls by four, but it enters twice as close to the corner.

**Uniqueness.** The difference $w$ of two solutions is harmonic, has zero flux through the whole surface, and vanishes far away. Because of the zero flux, the even extension $w(x,y,-z)=w(x,y,z)$ is harmonic in all space. A harmonic function has no interior maximum or minimum unless it is constant, so one that vanishes at infinity is zero.

**Finiteness.** Equation (1) would be empty if the corner's rise were infinite. For a power $P$ entering at one surface point, try $u=CP/(kr)$. This is harmonic away from the source, and its $z$-derivative, proportional to $z/r^3$, vanishes on the surface. The power crossing a hemisphere of radius $r$ must be $P$:

$$2\pi r^2\,k\,\frac{CP}{kr^2}=P\quad\Rightarrow\quad C=\frac1{2\pi}.$$

A heated patch is a sum of such sources. Near any point the area element $r\,dr\,d\varphi$ cancels the $1/r$, so the sum is finite at the centre and at the corners.

## 2. What superposition adds

The equations are linear, so the rises due to separate patches add. Cut the square into four squares of side $a/2$. The original centre is a corner of each one. Reflections in the two cutting lines carry the small squares into one another and leave the half-space unchanged, so the four contributions are equal:

$$T_{\rm centre}(a)=4\,T_{\rm corner}(a/2). \tag{2}$$

Equation (1) with $\lambda=1/2$ gives $T_{\rm corner}(a/2)=\tfrac12T_{\rm corner}(a)$. Therefore

$$T_{\rm centre}(a)=4\cdot\tfrac12\,T_{\rm corner}(a)=2\,T_{\rm corner}(a). \tag{3}$$

The corner has half the centre's rise, and no integral over the square was evaluated. The factor 4 counts quarters, and the factor $\tfrac12$ is the price of making each quarter smaller.

The argument also holds for a rectangle, because its quarters have its own shape. Direct numerical summation of point sources gives a ratio of 0.50000000 both for a square and for a 3:1 rectangle.

The argument needs uniform flux; other distributions generally give other ratios. If the same power enters only through the inner square of side $a/2$, the rise at the original corner is 0.206 of that at the centre. If instead the heater is held at uniform temperature, the ratio is 1 by definition.

## 3. The size of the rise

The ratio needs no integral, but a value in kelvin does. At a corner, use polar coordinates and split the square along its diagonal into two equal triangles. In one of them $0<\varphi<\pi/4$ and $r$ runs up to $a/\cos\varphi$:

$$T_{\rm corner}=\frac{q}{2\pi k}\,2\int_0^{\pi/4}\!d\varphi\int_0^{a/\cos\varphi}\frac{r\,dr}{r}
=\frac{qa}{\pi k}\int_0^{\pi/4}\frac{d\varphi}{\cos\varphi}.$$

An antiderivative of $1/\cos\varphi$ is $\ln(\sec\varphi+\tan\varphi)$, so

$$T_{\rm corner}=\frac{qa}{\pi k}\ln(1+\sqrt2)=0.28055\,\frac{qa}{k},\qquad T_{\rm centre}=0.56110\,\frac{qa}{k}.$$

Take a hot spot on a silicon die with $a=100$ µm, $q=1$ kW/cm² and $k=120$ W/(m K), at a base temperature of 350 K. The power is 0.1 W and $q/k=0.08333$ K/µm, so $qa/k=8.333$ K. Then

$$T_{\rm centre}=0.56110\times8.333\ \text{K}=4.676\ \text{K},\qquad T_{\rm corner}=2.338\ \text{K}.$$

One quarter square alone warms its own corner by 1.169 K. Four of these make 4.676 K, as (2) requires, and two make 2.338 K, as (1) requires.

## 4. How other contributions are weighted

Equation (2) needs linearity and a structure that looks the same after sideways shifts and reflections. A layer of finite thickness qualifies. Equation (1) needs more: there must be no second length.

Suppose that in such a structure the corner's rise contains a term $c_pa^p$. By (2), the same term appears at the centre as

$$4c_p\left(\frac a2\right)^p=2^{2-p}\,c_pa^p. \tag{4}$$

Its corner-to-centre ratio is $2^{p-2}$. Three cases matter here:

- $p=1$, spreading in a half-space: ratio $1/2$.
- $p=0$, a rise independent of the heater's size: ratio $1/4$.
- $p=2$, a rise proportional to total power: ratio 1, a shift common to both points.

## 5. A heat sink at finite depth

Let the solid be a wide layer of thickness $d$ whose base is held at zero rise. Place image sources at $z=2nd$, for every integer $n$, with signs $(-1)^n$. The set is even about $z=0$, which keeps the surface insulated away from the source. Reflection about $z=d$ sends $n$ to $1-n$ and reverses the sign, so the rise vanishes at the base. No image lies inside the layer. A surface source $P$ therefore produces, at surface distance $r$,

$$u(r)=\frac{P}{2\pi k}\left[\frac1r+2\sum_{n=1}^{\infty}\frac{(-1)^n}{\sqrt{r^2+4n^2d^2}}\right]. \tag{5}$$

**Thick layer, $d\gg a$.** Over the heater $r\ll2nd$, so each root is nearly $2nd$. Since $\sum_{n\ge1}(-1)^n/n=-\ln2$, the sink changes the rise by

$$\delta T\simeq\frac{P}{2\pi k}\cdot\frac{2}{2d}(-\ln2)=-\frac{P\ln2}{2\pi kd}. \tag{6}$$

With $P=qa^2$ this is a $p=2$ term, equal at centre and corner to leading order. For $d=0.5$ mm it is $-0.184$ K, and the ratio becomes

$$\frac{2.338-0.184}{4.676-0.184}=0.480.$$

The full image sum gives 4.492 K and 2.155 K, again a ratio of 0.480. Subtracting the same amount from both rises takes the larger fraction from the smaller one.

**Thin layer, $d\ll a$.** A disturbance in the layer can be built from depth profiles $\cos[(2j+1)\pi z/2d]$, with $j=0,1,2,\ldots$, which satisfy both boundary conditions. Laplace's equation then makes the slowest one fade sideways over a distance $2d/\pi$. The centre does not feel the edges, and heat flows straight down, so $T_{\rm centre}=qd/k$. The corner feels what is in effect a heated quarter-plane. Four quarter-planes make a full plane, so $T_{\rm corner}=qd/(4k)$. This is the $p=0$ case. It needs the base held at zero rise. With a resistance at the base (Section 6), heat in a thin layer spreads much farther sideways, and the ratio can exceed one half.

The image sum connects the two limits:

| $d/a$ | corner/centre |
|---|---|
| 0.05 | 0.2500 |
| 0.5 | 0.3241 |
| 1 | 0.3976 |
| 5 | 0.4797 |
| 50 | 0.4980 |

The approach to one half is slow because (6), relative to the main rise, falls only as $a/d$.

## 6. A cooler with resistance

A real base is not held at zero rise. Let $R$ be the resistance times area of the interface and cooler, so that $-k\,\partial u/\partial z=u/R$ at $z=d$. Let the die be a square of width $L$ with insulated side walls and the heater at its middle.

Expand the flux in products $\cos(Kx)\cos(K'y)$, where $x,y$ are measured from the middle and $K,K'$ are multiples of $2\pi/L$. These cosines have zero slope at the walls. For one product with flux amplitude $q_\kappa$ and $\kappa=\sqrt{K^2+K'^2}$, Laplace's equation gives the depth profile $A\cosh\kappa z+B\sinh\kappa z$. The surface flux fixes $B=-q_\kappa/(k\kappa)$. With $\beta=kR$, which is a length, the base condition reads

$$-\beta\kappa(A\sinh\kappa d+B\cosh\kappa d)=A\cosh\kappa d+B\sinh\kappa d.$$

Collect the terms in $A$ and divide by $\cosh\kappa d$:

$$A(1+\beta\kappa\tanh\kappa d)=-B(\tanh\kappa d+\beta\kappa),$$

$$A=\frac{q_\kappa}{k\kappa}\,\frac{\tanh\kappa d+\beta\kappa}{1+\beta\kappa\tanh\kappa d}. \tag{7}$$

$A$ is the surface amplitude. Along each axis the heater's cosine coefficients are $a/L$ for $K=0$ and

$$\frac2L\int_{-a/2}^{a/2}\cos Kx\,dx=\frac{4}{LK}\sin\frac{Ka}{2}$$

otherwise. Each $q_\kappa$ is $q$ times one coefficient from each axis, and the sum over all products gives the surface rise.

For the uniform term, $\kappa\to0$, (7) becomes $A=q_0(d+\beta)/k$ with $q_0=qa^2/L^2=P/L^2$. The resistance thus adds $q_0R=PR/L^2$ everywhere. With $L=4$ mm and $R=20$ mm² K/W,

$$\frac{0.1\ \text{W}\times20\ \text{mm}^2\,\text{K/W}}{16\ \text{mm}^2}=0.125\ \text{K}.$$

The complete sum gives 4.763 K at the centre and 2.424 K at the corner. Compared with the ideal sink, both rise by about 0.27 K. Of this, 0.125 K is the uniform term, and the rest comes from the non-uniform terms. That split depends on $L$ and does not measure the effect of the walls: a very wide die with the same $d$ and $R$ has no uniform term, yet its centre is still 0.244 K above the ideal-sink value. Compared with the half-space, the net shift is $+0.087$ K at the centre and $+0.086$ K at the corner, and the ratio is 0.509. The cold base lowers the ratio to 0.480, the resistance raises it to 0.506 on a very wide die, and the 4 mm width adds 0.027 K to both points and brings it to 0.509. The closeness to one half depends on these particular values: a wide die thinned to $d=50$ µm with the same $R$ has a ratio of 0.65.

The difference between centre and corner is much steadier. It is 2.338 K in the half-space, 2.337 K on the ideal sink and 2.338 K on the resistive base. Shifts common to both points alter the ratio but cancel in the difference. The shifts are common only while the die is several times thicker than the heater is wide. For a wide die with $d=50$ µm the difference is 2.03 K on the ideal sink and 2.76 K on the resistive base.

## 7. The time after switch-on

Let the heater be switched on at $t=0$ on the half-space. The diffusivity is $\alpha=k/(\rho c)$, where $\rho c$ is the heat capacity per volume. Energy $E$ released at a surface point gives, after a time $\tau$, the rise

$$\frac{2E}{\rho c\,(4\pi\alpha\tau)^{3/2}}\,e^{-r^2/4\alpha\tau}.$$

The factor 2 appears because all the energy stays in one half of space. Put $s=\sqrt{4\alpha\tau}$ and $b=a/2$, with $x,y$ measured from the square's centre. Integrating the Gaussian over $-b<x'<b$ gives $\sqrt\pi\,s\,X$, where

$$X=\tfrac12\left[\operatorname{erf}\frac{b-x}{s}+\operatorname{erf}\frac{b+x}{s}\right],$$

and $Y$ is the same function of $y$. Energy $q\,d\tau$ per area then contributes

$$\frac{2q\,d\tau}{\rho c\,\pi^{3/2}s^3}\,\pi s^2XY=\frac{2q\,XY}{\rho c\sqrt\pi\,s}\,d\tau.$$

Since $d\tau=s\,ds/(2\alpha)$ and $\rho c\,\alpha=k$,

$$T(x,y,t)=\frac{q}{\sqrt\pi\,k}\int_0^{\ell}XY\,ds,\qquad \ell=\sqrt{4\alpha t}. \tag{8}$$

**Early times, $\ell\ll a$.** At the centre $X=Y=1$ very nearly, and at the corner $X=Y=\tfrac12$. The ratio is $1/4$: heat has not yet had time to reveal the size of the square.

**Late times, $\ell\gg a$.** For large $s$ the Gaussian is flat across the square, so $X\simeq Y\simeq a/(\sqrt\pi\,s)$ at both points. The part of the integral still missing gives a deficit

$$\frac{q}{\sqrt\pi\,k}\int_\ell^\infty\frac{a^2}{\pi s^2}\,ds=\frac{qa^2}{\pi^{3/2}k\,\ell},$$

another shift common to both points.

With $\rho c=1.70$ J/(cm³ K), $\alpha=0.706$ cm²/s. After 1 µs, $\ell=16.8$ µm and the rises are 0.790 K and 0.198 K, a ratio of 0.250. After 100 µs the ratio is 0.397, and after 1 ms it is 0.468. By then $\ell=531$ µm is comparable with the die's thickness, so later half-space values gradually depart from those of this die. Within the half-space model, carrying (8) to infinite time gives 4.676 K and 2.338 K, the steady values found from point sources.

## 8. Conductivity that falls with temperature

Let $k(T)=k_0(T/T_0)^{-n}$, where $T$ is now absolute temperature and $T_0$ that of the distant solid. Define

$$\theta=\int_{T_0}^{T}\frac{k(T')}{k_0}\,dT'.$$

Then $k\nabla T=k_0\nabla\theta$, so $\theta$ obeys the original linear problem with constant $k_0$. The half law holds for $\theta$. To return to temperature, use $dT/d\theta=(T/T_0)^n\simeq1+n\theta/T_0$, which integrates to

$$T-T_0\simeq\theta+\frac{n\theta^2}{2T_0}.$$

Since $\theta_{\rm corner}=\theta_{\rm centre}/2$, the temperature ratio to first order is

$$\frac12\left(1+\frac{n\theta_{\rm centre}}{4T_0}-\frac{n\theta_{\rm centre}}{2T_0}\right)=\frac12\left(1-\frac{n\theta_{\rm centre}}{4T_0}\right).$$

For $n=1.3$ and $T_0=350$ K the bracket is $1-0.0043$, and the ratio is 0.498. The rises become 4.717 K and 2.348 K. The hotter centre gains more because the conductivity there is lower.

## 9. The weights in a silicon die

The values of $k$, $\rho c$, $n$, die size and $R$ are rough typical ones for bulk silicon with an interface and cooler. The flux is that of an intense local hot spot, well above a rough whole-chip average of 100 W/cm². The total rises in the half-space, and after each of three changes to that model, are:

| Change made | Centre (K) | Corner (K) | Ratio |
|---|---|---|---|
| none | 4.676 | 2.338 | 0.500 |
| die on ideal sink | 4.492 | 2.155 | 0.480 |
| die on resistive base | 4.763 | 2.424 | 0.509 |
| falling $k$, half-space | 4.717 | 2.348 | 0.498 |

Two smaller effects can be sized roughly. A phonon free path $\Lambda$ of about 0.3 µm sets a temperature scale $q\Lambda/k=0.025$ K, about half a percent of the centre's rise. Some phonons in silicon travel much farther, so this is only an order of magnitude. A top-side heat transfer of 1000 W/(m² K) has 0.02 of the conductance of the base resistance over equal areas.

The ratio is sensitive to how evenly the flux is spread. Real circuits do not dissipate evenly, and concentrating the power in the inner quarter of the area moved the half-space ratio from 0.500 to 0.206. Heat from the rest of the chip adds a background, which must be subtracted before the ratio is formed. At 100 W/cm² it is $q(R+d/k)\approx24$ K, five times the hot spot's own rise. Subtraction is exact only for constant $k$. Here $k$ must be taken at the temperature of the silicon around the spot: starting from 374 K instead of 350 K raises both hot-spot rises by about 9%, while their ratio stays at 0.498. An oxide layer beneath the heat source would introduce another length and lies outside these estimates. The computed values are collected in the numerical output below.

## Numbers as computed

```
side of heated square: 100 um
flux: 1.0 kW/cm^2; total power: 0.100 W
conductivity: 120 W/(m K) at 350 K
flux/conductivity: 0.08333 K/um
centre rise * k/(q a): 0.561100
corner rise * k/(q a): 0.280550
half-space centre rise: 4.6758 K
half-space corner rise: 2.3379 K
corner rise of one quarter square: 1.1690 K
corner/centre, square: 0.50000000
corner/centre, 3:1 rectangle: 0.50000000
late-time heat equation, centre: 4.6758 K
late-time heat equation, corner: 2.3379 K
corner/centre, power in inner half-side square: 0.2056
heat capacity: 1.70 J/(cm^3 K)
diffusivity: 0.706 cm^2/s
half-space after switch-on:
 t=1 us, length=16.8 um, centre=0.790 K, corner=0.198 K, ratio=0.2500
 t=10 us, length=53.1 um, centre=2.302 K, corner=0.624 K, ratio=0.2709
 t=100 us, length=168.0 um, centre=3.802 K, corner=1.511 K, ratio=0.3974
 t=1000 us, length=531.4 um, centre=4.395 K, corner=2.058 K, ratio=0.4684
 t=10000 us, length=1680.3 um, centre=4.587 K, corner=2.249 K, ratio=0.4903
wide layer on ideal sink, depth/side and corner/centre:
 0.05  0.2500
 0.50  0.3241
 1.00  0.3976
 5.00  0.4797
 50.00  0.4980
die width: 4.0 mm; depth: 0.5 mm
ideal-sink shift estimate: 0.1839 K
die on ideal sink, images, centre: 4.4922 K
die on ideal sink, images, corner: 2.1548 K
die on ideal sink, series, centre: 4.4920 K
die on ideal sink, series, corner: 2.1548 K
die on ideal sink, corner/centre: 0.4797
base resistance: 20 mm^2 K/W
mean base rise: 0.1250 K
die on resistive base, centre: 4.7625 K
die on resistive base, corner: 2.4243 K
die on resistive base, corner/centre: 0.5090
exponent of falling conductivity: 1.3
falling conductivity, centre: 4.7167 K
falling conductivity, corner: 2.3481 K
falling conductivity, corner/centre: 0.4978
phonon free path: 0.3 um; q*path/k: 0.025 K
top heat transfer: 1000 W/(m^2 K)
top/base heat conductance: 0.020
```
